Loop Work and Energy Drift from a Rotational Force Error

**Problem**

A classical particle of mass m moves in the plane in the well

V = k r²/2, r² = x² + y².

A learned model predicts the two force components directly, instead of differentiating a predicted energy. It returns the correct spring force plus a small rotational term:

F = −k r + κ (−y, x), with 0 < κ ≪ k.

Here r stands for the vector (x, y) when it multiplies −k in a force, and for its length elsewhere. "Energy" means kinetic energy plus the true well energy V.

Take m = 16 u, k = 1000 eV/nm², κ = 10 eV/nm², and a temperature T = 300 K.

(a) What work does F do on a circle of radius R = 0.01 nm, traversed in either sense?
(b) Does the mean energy of a thermal ensemble drift, and how fast?
(c) Does a shorter time step remove the drift, and when is there no runaway?

**A tempting solution**

The spring force is perpendicular to the circle and does no work. The rotational force is tangential, with magnitude κR, over a path of length 2πR. A counterclockwise loop therefore gains 2πκR², and a clockwise loop loses the same amount. In thermal equilibrium both senses are equally likely, so gains and losses cancel and the mean energy stays constant. Any drift seen in a simulation must come from the integrator, and a shorter time step will cure it.

**Where it fails**

The two loop works are right. The fault is in the cancellation: it assumes that each particle keeps its radius and its sense of rotation. In free motion the radius changes, and a clockwise particle generally reverses its sense. The force that does the work also exerts a torque, and this torque is counterclockwise for both senses of motion. It turns losing orbits into gaining ones.

**Work per loop**

On the counterclockwise circle, with angle θ,

(x, y) = R (cos θ, sin θ), (dx, dy) = R (−sin θ, cos θ) dθ.

The rotational force there is κR (−sin θ, cos θ), so

F·dl = κR² (sin²θ + cos²θ) dθ = κR² dθ.

Integration from 0 to 2π gives

W = 2πκR².

Reversing the path reverses dl but not the force at each point, hence −W. For any simple closed counterclockwise curve, the rotational work is

κ ∮ (x dy − y dx) = 2κ × (enclosed area),

since the line integral equals twice the area. The force has curl 2κ, so no energy function can produce it: a gradient force does zero work around every closed curve.

For the given numbers,

W = 2π × 10 eV/nm² × 10⁻⁴ nm² = 6.28 meV = 1.01 × 10⁻²¹ J.

In the undisturbed well a circular orbit obeys mv²/R = kR. Its kinetic energy is then kR²/2, equal to its potential energy, and its total energy is kR² = 100 meV. One loop changes this by 6.28%, although the rotational force is just 1% of the spring force: the small force acts along the whole circumference.

**Why the losses do not cancel the gains**

Let L = m(x v_y − y v_x). The true well force is −∇V, so its power cancels the change of V. What remains is the power of the rotational force:

dE/dt = κ(−y v_x + x v_y) = κL/m.

The well force is central and has no torque. The rotational force gives

dL/dt = x F_y − y F_x = κ(x² + y²) = κr².

Differentiating the first law and inserting the second,

d²E/dt² = κ²r²/m ≥ 0.

These steps used a central well, not a harmonic one. In any central well the energy is thus a convex function of time. A clockwise particle has L < 0 and loses energy at first, but L rises throughout. Once L has passed zero, the particle gains.

An example with a stiffening well, V = kr²/2 + kr⁴/(4b²) and b = 0.10 nm, shows the turn. The particle starts clockwise at r = R with speed 0.6 R√(k/m). Its energy falls from 68.3 meV to a minimum of 32.3 meV at 1.78 ps, and has risen to 37.4 meV at 2.5 ps.

A thermal ensemble starts with ⟨L⟩ = 0. Its mean energy has zero initial slope but positive curvature. This is the systematic part that the tempting argument misses. It is of second order in κ and does not depend on the sign of κ.

**Growth rate of the free motion**

Write z = x + iy. Since iz = −y + ix, the rotational force is iκz, and

m d²z/dt² = (−k + iκ) z.

The trial solution z ∝ exp(λt) requires mλ² = −k + iκ. With λ = γ + iω′, the real and imaginary parts give

γ² − ω′² = −k/m, 2γω′ = κ/m.

The modulus of λ² gives a third relation,

γ² + ω′² = √(k² + κ²)/m.

Adding the first and third,

γ² = [√(k² + κ²) − k]/(2m).

For κ ≪ k the root is k + κ²/(2k), so γ ≈ κ/(2√(mk)) and ω′ ≈ ω = √(k/m).

Both λ and −λ solve the equation. The solution exp(λt) is a counterclockwise spiral that grows; exp(−λt) is a clockwise spiral that shrinks. A start exactly on the shrinking spiral loses energy for ever, because r² decays so fast that L never reaches zero. Any admixture of the growing spiral, however small, eventually dominates.

On a single spiral |v| = |λ||z|, so the energy is proportional to |z|² and varies as exp(±2γt). In one turn, of duration 2π/ω′, the growing spiral multiplies its energy by

exp(4πγ/ω′) ≈ exp(2πκ/k) ≈ 1 + 2πκ/k,

where γ/ω′ ≈ κ/(2k) was used. The first-order gain equals W/(kR²), as it should. Here ω = 77.7 rad/ps, one turn takes 80.9 fs, and the growing spiral gains 6.48% per turn. The excess over 6.28% is the next term of the exponential, 0.0628²/2 = 0.20%. The shrinking spiral loses 6.09% per turn.

**Drift of a thermal ensemble**

For initial position z₀ and velocity v₀ the solution is

z = z₀ cosh λt + (v₀/λ) sinh λt,
v = λz₀ sinh λt + v₀ cosh λt.

Let the ensemble be in equilibrium in the true well at t = 0. Equipartition over two directions gives

⟨|z₀|²⟩ = 2k_BT/k, ⟨|v₀|²⟩ = 2k_BT/m,

and z₀ and v₀ are uncorrelated. Define C = |cosh λt|², S = |sinh λt|² and q = m|λ|²/k = √(1 + κ²/k²). The cross terms average to zero, leaving

⟨m|v|²/2⟩ = k_BT (qS + C),
⟨k|z|²/2⟩ = k_BT (C + S/q).

The sum contains q + 1/q = 2 + (q − 1)²/q. Since q − 1 ≈ κ²/(2k²) = 5 × 10⁻⁵, the last term is negligible, and ⟨E⟩ ≈ 2k_BT (C + S). The standard identities

C = sinh²γt + cos²ω′t, S = sinh²γt + sin²ω′t

give C + S = 1 + 2 sinh²γt = cosh 2γt. Therefore

⟨E⟩ ≈ 2k_BT cosh(2γt).

At short times this is 2k_BT(1 + 2γ²t²), the slow quadratic start found from the balance laws. At long times it is k_BT exp(2γt).

With 2γ = 0.777 ps⁻¹, the mean energy doubles when cosh(2γt) = 2:

t = 1.317/(0.777 ps⁻¹) = 1.70 ps.

After 2 ps it has risen from 51.7 meV to 51.7 × 2.47 = 128 meV.

**The time step is not the cause**

Release the particle from rest at (R, 0). Then z = R cosh λt, and the same algebra gives E/E₀ = C + qS ≈ cosh 2γt, which is 2.469 at 2 ps. Velocity Verlet integration over 2 ps gives the following.

- With κ = 0, the largest relative energy error is 0.151% for a 1 fs step and 0.038% for 0.5 fs. Halving the step reduces it fourfold.
- With κ = 10 eV/nm², the final E/E₀ is 2.4690 for 1 fs and 2.4689 for 0.5 fs.

The shorter step approaches the true solution of the given equations more closely, and that solution gains energy. The fault lies in the force field.

**An equally large error that does not heat**

A general linear force error has x component M₁₁x + M₁₂y and y component M₂₁x + M₂₂y. Its antisymmetric part is the rotational term, with

κ = (M₂₁ − M₁₂)/2.

Its symmetric part is the gradient of a quadratic function and merely changes the well. Take the symmetric error −s(y, x), which derives from the extra energy sxy. The particle now conserves H = E + sxy. Energy measured with the true well can differ from H, but it cannot run away while s < k, because the altered well still confines.

For release from rest at (R, 0), the normal coordinates (x ± y)/√2 each start at R/√2 and oscillate independently with stiffnesses k ± s. Half the difference of their squares is xy, so |xy| ≤ R²/4. Relative to E₀ = kR²/2, the energy error is at most

(sR²/4)/(kR²/2) = s/(2k) = 0.5% for s = 10 eV/nm².

A 20 ps Verlet run with a 0.5 fs step gave 0.52%; the small excess is within the 0.04% integration error found above. The size of a force error thus does not settle its effect on the energy. Its curl matters.

**When the runaway stops: unequal stiffnesses**

Let the true well have stiffnesses k_x and k_y, with mean k and difference Δ = k_x − k_y. For motion proportional to exp(μt), put p = −mμ². The two equations of motion become

(k_x − p)X + κY = 0, (k_y − p)Y − κX = 0.

A nonzero solution needs (k_x − p)(k_y − p) + κ² = 0, or

p = k ± √(Δ²/4 − κ²).

If |κ| > |Δ|/2, the two values of p are complex conjugates, and each gives one growing and one decaying solution. The earlier growth rate applies with κ replaced by √(κ² − Δ²/4). If |κ| < |Δ|/2, both p are real. Their sum 2k and product k_x k_y + κ² are positive, so both are positive and the motion is bounded. Loop work is still nonzero, yet there is no runaway. The reason is the extra torque Δxy of the anisotropic well, which can reverse L. The law dE/dt = κL/m still holds, so a bounded energy requires the long-time average of L to vanish.

The remaining energy excursion follows from slow amplitudes. Set x = Re[a exp(iωt)] and y = Re[b exp(iωt)], and neglect the second derivatives of a and b. The equations of motion reduce to

da/dt = i(δ a + g b), db/dt = −i(g a + δ b),

where δ = Δ/(4mω) is the detuning and g = κ/(2mω). The matrix N with rows (δ, g) and (−g, −δ) satisfies N² = Ω² × identity, with Ω² = δ² − g². The amplitudes therefore evolve by cos Ωt + iN sin Ωt/Ω. For independent starting amplitudes of equal mean square, the mean energy changes by the factor

cos²Ωt + [(δ² + g²)/Ω²] sin²Ωt = 1 + (2g²/Ω²) sin²Ωt.

Its largest relative excess is

2g²/(δ² − g²) = 2κ²/(Δ²/4 − κ²).

For Δ = 100 eV/nm² this is 200/(2500 − 100) = 8.33%, to leading order in Δ/k. Propagating the full equations from a thermal start gave 8.34%.

**A thermostat can hide the error**

Return to the isotropic well and add a Langevin thermostat: a friction force −mΓv and random kicks. The kicks supply power 2Γk_BT, the value that gives m⟨v²⟩ = 2k_BT when κ = 0. In a steady state three averages are constant:

- Angular momentum: κ⟨r²⟩ = Γ⟨L⟩.
- The product of position and velocity: m⟨v²⟩ = k⟨r²⟩. The rotational force is perpendicular to the position and drops out; the friction term drops out because ⟨r²⟩ is constant.
- Energy: κ⟨L⟩/m + 2Γk_BT = Γm⟨v²⟩.

The first two give κ⟨L⟩/m = κ²⟨v²⟩/(kΓ). Inserting this in the third and defining the kinetic temperature by m⟨v²⟩ = 2k_BT_kin,

T_kin = T/[1 − κ²/(mkΓ²)].

At the edge of stability the averaged motion is a steady rotation exp(iνt), for which −ν² + iΓν = (−k + iκ)/m. The real part gives ν = √(k/m), and the imaginary part gives Γ = κ/√(mk). A steady state needs friction above this value, here 0.777 ps⁻¹. With Γ = 2 ps⁻¹,

T_kin = 300 K/[1 − (0.777/2)²] = 353 K.

The energy no longer drifts, but the simulation runs 53 K too hot.

**How direct fitting produces κ**

Suppose a linear force model is fitted by least squares to N equally spaced points on the circle, N ≥ 3. Each force component carries independent noise of standard deviation σ. On these points Σx² = Σy² = NR²/2 and Σxy = 0, so the fit gives

M₂₁ = 2Σ(xF_y)/(NR²), M₁₂ = 2Σ(yF_x)/(NR²).

Half their difference is

κ = Σ(xF_y − yF_x)/(NR²).

The true central force contributes nothing. The noise contributes a variance σ²(x² + y²) = σ²R² per point to the sum, hence

κ_rms = √(Nσ²R²)/(NR²) = σ/(R√N).

For N = 25 and σ = 0.5 eV/nm this is 0.5/(0.01 × 5) = 10 eV/nm², the value used throughout; repeated fits to random noise gave 10.03 eV/nm². With independent noise, more data reduce κ but do not enforce zero. A model that differentiates a smooth, single-valued energy has zero curl whatever its fitting error.

**Beside a real oxide**

The parameters lie in the rough regime of an oxygen ion vibrating in hafnia: one turn in 80.9 fs corresponds to about 12 THz. The rotational force at R, 0.1 eV/nm, is a plausible size for the error of a learned force model. The noise of 0.5 eV/nm is large for well-converged reference forces, so the fit above shows how κ can arise rather than predicting its size. The errors of a flexible force model are usually correlated between neighbouring points, and more data of the same kind need not reduce the resulting κ. Monoclinic hafnia, the stable phase at room temperature, breaks the assumption of isotropy, since its oxygen sites have low symmetry. In a planar harmonic well, a stiffness difference above 20 eV/nm², or 2% of k, keeps the energy bounded. Just above this threshold the bound is high: at 21 eV/nm² the mean energy still rises about 20-fold before it falls again. With the 10% difference used above, it exceeds its start by at most about 8%, instead of growing 2.5-fold in 2 ps.

A real well is not exactly harmonic, and near the threshold this matters. With the quartic term used earlier (b = 0.10 nm) and a stiffness difference of 30 eV/nm², about a tenth of 300 thermal starts ran away beyond 0.2 nm within 40 ps. At 100 eV/nm² none did in that time. The harmonic threshold is therefore not a safe limit for a real ion. A real ion moves in three dimensions, and there one such difference is not enough: a rotational error that couples two directions of nearly equal stiffness can still cause a runaway. In a crystal, x and y may instead be the mass-weighted coordinates of two vibrational modes; the same algebra then makes pairs of nearly equal frequency the vulnerable ones.

In the isotropic well, the same quartic term has little effect on the early drift: it lowers E/E₀ after 2 ps from 4.73 to 4.68 for a start on a counterclockwise circle of radius R. Classical mechanics is a poor description of the thermal energy itself: ħω = 51.1 meV is about twice k_BT = 25.9 meV, and the quantum mean energy ħω coth[ħω/(2k_BT)] is 67.5 meV against the classical 51.7 meV. The drift derived here is a property of classical molecular dynamics run with such forces. The main computed values are in the numerical output.

**Answer**

(a) The work is +6.28 meV counterclockwise and −6.28 meV clockwise. (b) In the isotropic well the mean thermal energy grows as cosh(2γt) and doubles in 1.70 ps. (c) A shorter time step does not help; without a thermostat, the motion in a planar harmonic well stays bounded if |κ| < |k_x − k_y|/2. Near this threshold, anharmonicity can bring the runaway back.

Calculated quantities

```
mass: 16.0 u
stiffness k: 1000 eV/nm^2
rotational coefficient kappa: 10.0 eV/nm^2
loop radius R: 0.010 nm
temperature: 300 K
thermal energy kB*T: 25.85 meV
angular frequency omega: 77.66 rad/ps
time of one turn: 80.9 fs
restoring force at R: 10.00 eV/nm
rotational force at R: 0.100 eV/nm
orbit energy k R^2: 100.0 meV
work, counterclockwise loop: 6.283 meV
same work converted: 1.007e-21 J
work, clockwise loop: -6.283 meV
work / orbit energy: 6.28 %
free growing spiral, gain per turn: 6.48 %
free decaying spiral, change per turn: -6.09 %
amplitude growth rate gamma: 0.3883 1/ps
energy growth rate 2 gamma: 0.7765 1/ps
Clockwise start in quartic central well:
  E at start: 68.25 meV
  E at minimum: 32.27 meV
  time of minimum: 1.78 ps
  E at 2.5 ps: 37.40 meV
Thermal ensemble:
  mean E at start: 51.70 meV
  mean E after 2 ps: 127.65 meV
  doubling time of mean E: 1.70 ps
Verlet from rest, 2 ps:
  kappa=0, max error, step 1 fs: 0.1508 %
  kappa=0, max error, step 0.5 fs: 0.0377 %
  with kappa, E/E0, step 1 fs: 2.4690
  with kappa, E/E0, step 0.5 fs: 2.4689
  shift of E/E0 on halving step: -0.00005
symmetric error s: 10.0 eV/nm^2
  max energy error in 20 ps: 0.52 %
Langevin friction rate: 2.0 1/ps
  least friction for a steady state: 0.777 1/ps
  kinetic temperature reached: 353.3 K
labels: 25, noise per component: 0.50 eV/nm
  rms kappa learned: 10.03 eV/nm^2
Neglected effects:
  stiffness difference assumed: 100 eV/nm^2
  difference that stops growth: 20 eV/nm^2
  largest mean energy excess then: 8.34 %
  leading-order formula for it: 8.33 %
  vibration quantum hbar*omega: 51.11 meV
  quantum mean energy at T: 67.54 meV
  quartic length b: 0.10 nm
  circular start, E/E0 at 2 ps, harmonic: 4.726
  circular start, E/E0 at 2 ps, quartic: 4.683
```
